\section*{Breit's bound-electron g factor and its order-α² many-electron counterpart, part 2}

The problem is the g factor of an $N$-electron atom with $L=0$ in a weak uniform field $\mathbf B=B\hat{\mathbf z}$, through order $\alpha^2$. The nucleus is a fixed, spinless point charge $Z$, and radiative corrections are omitted. Atomic units are used, with electron charge $-1$, $c=1/\alpha$ and $\mu_B=1/2$. The g factor is defined by $\Delta E=\frac12gBM$, where $M\neq0$ is the projection of $\mathbf S=\sum_i\mathbf s_i$. Also $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, $\mathbf A_i=\frac12\mathbf B\times\mathbf r_i$ and $\boldsymbol\pi_i=\mathbf p_i+\mathbf A_i$.

\paragraph{Theorem 2.} For an $N$-electron state with $L=0$, through order $\alpha^2$,
\begin{equation}
g=2+2\alpha^2K,
\end{equation}
where
\begin{align}
K=\frac1M\Big\langle\sum_is_{iz}\Big[&-\frac{p_i^2}{2}+\frac{Z}{6r_i}\nonumber\\
&+\sum_{j\ne i}\frac{\mathbf r_{ij}\cdot(2\mathbf r_j-\mathbf r_i)}{6r_{ij}^3}\Big]\Big\rangle.
\label{main}
\end{align}
The average is taken in the nonrelativistic eigenstate, whose level is isolated apart from its $2S+1$ spin states.

The proof starts from the kinetic correction $-\alpha^2(p_i^2/2)\mathbf s_i\cdot\mathbf B$ and the spin-orbit coupling $(\alpha^2/2)\mathbf s_i\cdot(\nabla_iV\times\boldsymbol\pi_i)$, where $V$ is the total Coulomb potential energy. Electron $j$ contributes the own-orbit coupling
\begin{equation}
-\frac{\alpha^2}{2r_{ij}^3}\,\mathbf s_i\cdot(\mathbf r_{ij}\times\boldsymbol\pi_i)
\label{own}
\end{equation}
and the spin-other-orbit coupling
\begin{equation}
\frac{\alpha^2}{r_{ij}^3}\,\mathbf s_i\cdot(\mathbf r_{ij}\times\boldsymbol\pi_j).
\label{other}
\end{equation}

\paragraph{Lemma 2.} Let an $N$-electron state have $L=0$. In an expectation value, an orbital tensor $T^{ab}$ multiplying the spin component $s_i^a$ and $B^b$ may be replaced by $\delta^{ab}\sum_cT^{cc}/3$. An orbital vector may be replaced by zero.

For one electron in a central potential $V(r)$, with $T=\langle p^2/2\rangle$,
\begin{equation}
g=2+2\alpha^2\left[-T+\tfrac16\langle rV'\rangle\right]+O(\alpha^4).
\label{oneoperator}
\end{equation}
The virial argument is that $\langle i[H_0,\mathbf r\cdot\mathbf p]\rangle=0$ in a stationary state of $H_0=p^2/2+V$. It gives $2T=\langle rV'\rangle$.

The Dirac equation gives, for an s state with radial components $P$ and $Q$,
\begin{equation}
g=-\frac{8}{3\alpha}\int_0^\infty rPQ\,dr.
\label{gpq}
\end{equation}
For a 1s electron this yields Breit's result
\begin{equation}
g=\frac{2(1+2\gamma)}3,\qquad \gamma=\sqrt{1-Z^2\alpha^2},
\label{breit}
\end{equation}
whose leading correction to 2 is $-\frac23Z^2\alpha^2$.

\subsection{Proof of Theorem 2}

The parts of (\ref{own}) and (\ref{other}) linear in the external field combine to
\begin{equation}
\frac{\alpha^2}{2r_{ij}^3}\,\mathbf s_i\cdot
\left[\mathbf r_{ij}\times(2\mathbf A_j-\mathbf A_i)\right].
\label{pair}
\end{equation}
For $k=i$ or $j$,
\begin{align}
\mathbf r_{ij}\times(\mathbf B\times\mathbf r_k)
&=\mathbf B(\mathbf r_{ij}\cdot\mathbf r_k)-\mathbf r_k(\mathbf r_{ij}\cdot\mathbf B)\nonumber\\
&\longrightarrow\tfrac23\mathbf B(\mathbf r_{ij}\cdot\mathbf r_k),
\end{align}
because the trace is $(3-1)\mathbf r_{ij}\cdot\mathbf r_k$. The factors $\frac12$ in (\ref{pair}), $\frac12$ in $\mathbf A_k$ and $\frac23$ from the average multiply to $\frac16$. This gives the pair term in (\ref{main}). The nuclear term follows in the same way from $\nabla_i(-Z/r_i)=Z\mathbf r_i/r_i^3$.

The remaining terms linear in $B$, namely $p_i^2\,\mathbf B\cdot\mathbf L_i$ and the orbit-orbit coupling with $\mathbf p_i$ replaced by $\boldsymbol\pi_i$, contain no spin. They are orbital vectors and vanish by Lemma 2. The spin-spin and contact terms contain no $\mathbf A$.

Field-free corrections again have no cross term with the Zeeman operator, since
\begin{equation}
\tfrac12B(L_z+2S_z)|0,M\rangle=BM|0,M\rangle.
\end{equation}
Within the multiplet, $J=S$. The field-free corrections are rotational scalars, so they shift all its members equally. The linear energy is therefore $BM(1+\alpha^2K)$. Setting it equal to $\frac12gBM$ proves the theorem.

The argument fails if $L\neq0$, because orbital tensors and cross terms then survive. A singlet has no projection $M\ne0$, and the definition of $g$ does not apply to it.

\subsection{Parallel spins}

\paragraph{Corollary.} If $S=N/2$, then through order $\alpha^2$
\begin{equation}
g=2-\frac{2\alpha^2}{3N}\left\langle\sum_i\frac Z{r_i}\right\rangle.
\label{parallel}
\end{equation}

\paragraph{Proof.} In the state $M=N/2$, each $s_{iz}$ equals $\frac12$. The two orderings of a pair add to
\begin{align}
&\mathbf r_{ij}\cdot(2\mathbf r_j-\mathbf r_i)
+\mathbf r_{ji}\cdot(2\mathbf r_i-\mathbf r_j)\nonumber\\
&\qquad=3\mathbf r_{ij}\cdot(\mathbf r_j-\mathbf r_i)=-3r_{ij}^2.
\end{align}
Each pair therefore contributes $-1/(2r_{ij})$. Define the total kinetic energy $T$ and
\begin{equation}
U=\Big\langle\sum_i\frac Z{r_i}\Big\rangle,\qquad
W=\Big\langle\sum_{i<j}\frac1{r_{ij}}\Big\rangle.
\end{equation}
Because $s_{iz}/M=1/N$,
\begin{equation}
K=\frac1N\left(-T+\frac U6-\frac W2\right).
\end{equation}
The virial argument of the first half, with $\mathbf r\cdot\mathbf p$ summed over electrons, gives $2T=U-W$ for Coulomb forces. Thus $-T-W/2=-U/2$ and $K=-U/(3N)$, which proves (\ref{parallel}).

For $N=1$ this is the leading part of Breit's result, since $\langle Z/r\rangle=Z^2$ in the hydrogenic 1s state. For $N>1$ the repulsion no longer appears explicitly, although it still shapes the state in which $U$ is evaluated.

\subsection{Screening and induced currents}

For s orbitals the pair operator can be averaged at fixed radii. The electric field of a uniformly charged spherical shell vanishes inside it and is that of a central charge outside. Averaging over the direction of $\mathbf r_j$ therefore gives
\begin{equation}
\frac{\mathbf r_{ij}\cdot\mathbf r_i}{r_{ij}^3}\longrightarrow
\begin{cases}1/r_i,&r_i>r_j,\\0,&r_i<r_j.\end{cases}
\end{equation}
Exchanging the roles of the two positions and noting that $\mathbf r_{ij}$ changes sign gives
\begin{equation}
\frac{\mathbf r_{ij}\cdot\mathbf r_j}{r_{ij}^3}\longrightarrow
\begin{cases}0,&r_i>r_j,\\-1/r_j,&r_i<r_j.\end{cases}
\end{equation}
The averaged pair operator is
\begin{equation}
f(r_i,r_j)=
\begin{cases}-1/(6r_i),&r_i>r_j,\\-1/(3r_j),&r_i<r_j.\end{cases}
\label{f}
\end{equation}
The first line is screening of the nuclear electric field by an inner electron. The second line is magnetic shielding by the current induced in an outer electron.

The second interpretation follows from the induced vector potential. One electron spread over a shell of radius $R$ carries the current density $-\rho\mathbf A$, where $\rho$ is its density. Only the dipole part of $1/|\mathbf r-\mathbf r'|$ contributes to the average of $\mathbf r'/|\mathbf r-\mathbf r'|$, and the average of $\hat{\mathbf r}'(\hat{\mathbf r}'\cdot\hat{\mathbf r})$ is $\hat{\mathbf r}/3$. Hence
\begin{equation}
\mathbf A_{\rm ind}(\mathbf r)=-\frac{\alpha^2}{3}\mathbf A(\mathbf r)
\begin{cases}1/R,&r<R,\\R^2/r^3,&r>R.\end{cases}
\label{induced}
\end{equation}
Inside the shell the field is uniform and equal to $-\alpha^2\mathbf B/(3R)$. Outside, it is a dipole field whose directional average is zero, in agreement with (\ref{f}).

These direct terms can be tested with the Dirac equation. Take one electron at $Z=3$, not subject to exclusion from the core region, in the field of a frozen distribution of two electrons, each with density proportional to $e^{-2\zeta r}$ and $\zeta=2.7$ inverse bohr. The lowest s orbital has no node and overlaps this distribution strongly, so both lines of (\ref{f}) are probed. It has $T=2.461995$ hartree, and the induced current contributes $-0.422989$ hartree. By the virial relation,
\begin{equation}
K=-\tfrac23(2.461995)-0.422989=-2.064319\ \text{hartree}.
\end{equation}
Dirac solutions containing both the screened potential and (\ref{induced}), extrapolated to $\alpha=0$, give $-2.064315$ hartree. Without the induced current they give $-1.641326$ hartree, to be compared with $-\frac23T=-1.641330$ hartree. The extrapolated values are uncertain by a few units in the last digit. This tests the screening term and the response of the spin to the potential (\ref{induced}). The strength of that potential is an input here and rests on the current density $-\rho\mathbf A$. The exchange terms rest on the operator derivation and on the antisymmetry of the electronic state.

\subsection{Lithium in its ground state}

For a determinant of orthonormal spin orbitals $a$ and $b$, only the identity and the exchange of two electrons contribute to a pair operator:
\begin{equation}
\Big\langle\sum_{i\ne j}s_{iz}f\Big\rangle
=\sum_{a,b}m_a\left[F(a,b)-\delta_{m_am_b}X(a,b)\right].
\end{equation}
With real spatial orbitals,
\begin{align}
F(a,b)&=\int\!\!\int a(1)^2b(2)^2f(r_1,r_2)\,d^3r_1d^3r_2,\nonumber\\
X(a,b)&=\int\!\!\int a(1)b(1)a(2)b(2)f(r_1,r_2)\,d^3r_1d^3r_2.
\end{align}
Take $1s\!\uparrow$, $1s\!\downarrow$ and $2s\!\uparrow$, and write $F_{cv}=F(1s,2s)$, $F_{vc}=F(2s,1s)$, $F_{cc}=F(1s,1s)$ and $X=X(1s,2s)$. The three choices of $a$ give, in order,
\begin{equation}
\tfrac12(F_{cc}+F_{cv}-X),\quad
-\tfrac12(F_{cc}+F_{cv}),\quad
\tfrac12(2F_{vc}-X).
\end{equation}
Their sum is $F_{vc}-X$. Division by $M=\frac12$ gives $2F_{vc}-2X$. The one-electron core terms cancel because the two core electrons have opposite spins and the same orbital. Thus
\begin{equation}
K=-T_{2s}+\tfrac16\langle Z/r\rangle_{2s}+2F_{vc}-2X.
\end{equation}

Restricted open-shell Hartree--Fock theory in a large s-type Gaussian basis gives $T_{2s}=0.208814$ and $\langle Z/r\rangle_{2s}=1.036164$ hartree. In $2F_{vc}$, screening contributes $-0.102106$ hartree and the induced current $-0.010896$ hartree. In $-2X$, the corresponding contributions are $0.002382$ and $0.004765$ hartree. In the exchange integral both electrons have the same radial distribution, the product of the 1s and 2s orbitals, so the coefficients $\frac16$ and $\frac13$ in (\ref{f}) account for the ratio of two. The last digits depend on the basis: enlarging it raises $\langle Z/r\rangle_{2s}$ by $9\times10^{-6}$ hartree and moves each of the other terms, and their total, by at most about $10^{-6}$ hartree. The sum is
\begin{align}
K={}&-0.208814+0.172694-0.102106\nonumber\\
&-0.010896+0.002382+0.004765\nonumber\\
={}&-0.14197\ \text{hartree}.
\end{align}
With $\alpha=0.00729735$,
\begin{equation}
g-2=2\alpha^2K=-15.1\times10^{-6},\qquad g=1.999985.
\end{equation}
The kinetic and nuclear diamagnetic parts are $-22.2\times10^{-6}$ and $18.4\times10^{-6}$, so they largely cancel. The own-orbit pair part, $-10.6\times10^{-6}$, is then a substantial share of the result, and the induced currents add $-0.7\times10^{-6}$.

The calculation leaves out correlation, including any difference between the spin-up and spin-down core orbitals. Such a difference would spoil the cancellation of the core terms. The effect is not small, because the kinetic term of a core electron, about 3.6 hartree, is much larger than the 0.21 hartree of the valence electron, so even a slight imbalance between the two core electrons matters. Letting the two core orbitals differ, as in unrestricted Hartree--Fock theory, moves $g-2$ to about $-17.7\times10^{-6}$, a change several times larger than the induced-current part. Full configuration interaction in a moderate basis of s, p and d functions gives about $-18.3\times10^{-6}$, so the restricted Hartree--Fock value of $g-2$ differs from the correlated one already in the second digit. The restricted value also depends on the form of the operator. In an exact eigenstate the commutator of the spin-free Hamiltonian with $\sum_is_{iz}\,\mathbf r_i\cdot\mathbf p_i$ has zero average, which gives $\langle\sum_is_{iz}(p_i^2-\mathbf r_i\cdot\nabla_iV)\rangle=0$ and allows the bracket in (\ref{main}) to be replaced by $-\frac23p_i^2+\frac{Z}{3r_i}-\sum_{j\ne i}\frac1{3r_{ij}}$. The restricted determinant does not obey this relation, and with the second form it gives $-14.8\times10^{-6}$ instead of $-15.1\times10^{-6}$. The unrestricted determinant gives $-17.7\times10^{-6}$ with either form. The numbers quoted above are therefore those of the operator (\ref{main}) evaluated in the restricted Hartree--Fock state.

\subsection{Helium with parallel spins}

For the free helium atom in its $1s2s\,{}^3S$ state, the same level of theory gives $U=4.617480$ hartree, a value that moves by about $10^{-6}$ hartree in a larger basis. With $N=2$, the corollary yields
\begin{equation}
K=-\frac{4.617480}{6}=-0.769580\ \text{hartree},
\end{equation}
and therefore
\begin{equation}
g-2=-82.0\times10^{-6},\qquad g=1.999918.
\end{equation}
The full expression (\ref{main}), evaluated with an explicitly antisymmetrized state, gives $K=-0.769581$ hartree. This tests the parallel-spin reduction at the Hartree--Fock level, where optimized orbitals also satisfy the virial relation in a complete basis. It does not measure the correlation error.

The values for both atoms also omit nuclear recoil, radiative corrections and higher powers of $\alpha$. The anomalous moment of the free electron is roughly $0.002$ in $g$, much larger than either binding shift, and must be included before a comparison with measurement. The individual contributions and the high-$Z$ values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant alpha            = 0.0072973526
spin-angle factor in g                   = -2.66666667
Breit g of 1s and expansion 2 - (2/3)(Z alpha)^2 (dimensionless):
  Z =  1: Breit 1.999964499, expansion 1.999964499
  Z = 10: Breit 1.996445171, expansion 1.996449910
  Z = 40: Breit 1.941934191, expansion 1.943198555
  Z = 80: Breit 1.749207983, expansion 1.772794221
numerical Dirac g, Z = 80                = 1.7492080
Frozen-shell model: Z = 3, shell exponent = 2.7 1/bohr
  orbital energy                         = -1.193028 hartree
  kinetic energy T                       = 2.461995 hartree
  shielding term                         = -0.422989 hartree
  bracket from the operators             = -2.064319 hartree
  Dirac (g-2)/(2 alpha^2), alpha = 0.02  = -2.067761 hartree
  Dirac (g-2)/(2 alpha^2), alpha = 0.01  = -2.065176 hartree
  Dirac value extrapolated to alpha = 0  = -2.064315 hartree
  same without induced current           = -1.641326 hartree
Lithium 1s2 2s, restricted open-shell Hartree-Fock:
  total energy                           = -7.432722 hartree
  2s kinetic energy                      = 0.208814 hartree
  2s value of Z/r                        = 1.036164 hartree
  own-orbit pair term, direct            = -0.102106 hartree
  own-orbit pair term, exchange          = 0.002382 hartree
  induced-current term, direct           = -0.010896 hartree
  induced-current term, exchange         = 0.004765 hartree
  bracket                                = -0.141974 hartree
  g shift, kinetic                       = -22.2392 e-6
  g shift, nuclear diamagnetic           = 18.3924 e-6
  g shift, own-orbit pair                = -10.6208 e-6
  g shift, induced current               = -0.6529 e-6
  total g - 2                            = -15.1206 e-6
  g                                      = 1.999984879
Helium 1s2s triplet S, restricted open-shell Hartree-Fock:
  total energy                           = -2.174248 hartree
  total kinetic energy                   = 2.174253 hartree
  sum of Z/r                             = 4.617480 hartree
  bracket, permutation sum               = -0.769581 hartree
  bracket, parallel-spin law             = -0.769580 hartree
  total g - 2                            = -81.9624 e-6
  g                                      = 1.999918038
\end{verbatim}
